# Why Near-Null Gaussian Combinations Turn into Spurious Deep Levels: test program

```python
"""
Result under test: for s-type Gaussians on a proton, the unit eigenvector v of
the overlap matrix S with smallest eigenvalue s is a many-node function of high
energy h/s, where h = v.H.v.  If noise changes s to s_new, a level diverges as
h/s_new: for h > 0 it goes up while s_new > 0 and is spuriously deep when
s_new < 0.  If H - mu*S_noisy is positive definite, the number of levels below
mu equals the number of negative eigenvalues of S_noisy.
Symbols: a = exponents, T = kinetic matrix, V = Coulomb matrix, H = T + V,
removed = amount subtracted from s.  Atomic units inside; output in eV, angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


def matrices(a):
    total = a[:, None] + a[None, :]
    product = np.outer(a, a)
    S = (2 * np.sqrt(product) / total) ** 1.5
    return S, 3 * product / total * S, -2 * np.sqrt(total / np.pi) * S


n, ratio, a_min = 14, 1.6, 0.03
a = a_min * ratio ** np.arange(n)
norms = (2 * a / np.pi) ** 0.75
S, T, V = matrices(a)
H = T + V
s_all, U = eigh(S)
s, v = s_all[0], U[:, 0]
h = v @ H @ v
tau = v @ T @ v / s
q = h / s
E_clean, C = eigh(H, S)

print(f"number of Gaussians: {n}, exponent ratio: {ratio}")
print(f"smallest, largest exponent: {a[0]/ANG**2:.4f}, "
      f"{a[-1]/ANG**2:.3f} angstrom^-2")
print(f"smallest, largest overlap eigenvalue: {s:.4e}, {s_all[-1]:.4f}")
print(f"clean ground level: {E_clean[0]*EV:.5f} eV")
print(f"exact hydrogen ground level: {-0.5*EV:.5f} eV")
print(f"clean highest level: {E_clean[-1]*EV:.2f} eV")
assert s > 0 and E_clean[0] > -0.5


# Nodes of the functions belonging to all overlap eigenvectors
def radial(r, c):
    return np.exp(-np.multiply.outer(np.asarray(r) ** 2, a)) @ (c * norms)


grid = np.geomspace(1e-3, 30.0, 40000)
quotients = []
for k in range(n):
    c = U[:, n - 1 - k]
    values = radial(grid, c)
    count = np.count_nonzero(values[1:] * values[:-1] < 0)
    assert count == k
    quotients.append(c @ H @ c / s_all[n - 1 - k])
    if k in (0, 4, 8, 11, 13):
        print(f"overlap eigenvalue {s_all[n-1-k]:.3e}: nodes {count}, "
              f"mean energy {quotients[-1]*EV:.3f} eV")
assert np.all(v[1:] * v[:-1] < 0)
assert q > 1 and q > quotients[0]

# Quadrature of the near-null function, interval by interval between nodes
values = radial(grid, v)
places = np.flatnonzero(values[1:] * values[:-1] < 0)
nodes = np.array([brentq(lambda r: float(radial(r, v)), grid[i], grid[i + 1])
                  for i in places])
edges = np.concatenate(([0.0], nodes, [30.0]))
x, weight = np.polynomial.legendre.leggauss(80)
norm_parts, kinetic, coulomb = [], 0.0, 0.0
for left, right in zip(edges[:-1], edges[1:]):
    r = 0.5 * (right - left) * x + 0.5 * (right + left)
    w = 0.5 * (right - left) * weight * 4 * np.pi
    u = r * radial(r, v)
    gaussians = np.exp(-np.outer(r ** 2, a))
    slope = (gaussians * (1 - 2 * np.outer(r ** 2, a))) @ (v * norms)
    norm_parts.append(w @ u ** 2)
    kinetic += 0.5 * (w @ slope ** 2)
    coulomb -= w @ (u ** 2 / r)
norm_parts = np.array(norm_parts)
assert abs(norm_parts.sum() / s - 1) < 1e-6
assert abs(kinetic / (v @ T @ v) - 1) < 1e-6
assert abs(coulomb / (v @ V @ v) - 1) < 1e-6
probability = norm_parts / norm_parts.sum()
lengths = np.diff(edges)[:-1]
bound = np.sum(probability[:-1] * np.pi ** 2 / (2 * lengths ** 2))
assert 2 < bound <= tau
assert q >= tau - np.sqrt(2 * tau)
print(f"innermost, outermost node: {nodes[0]*ANG:.4f}, "
      f"{nodes[-1]*ANG:.4f} angstrom")
print(f"near-null kinetic energy: {tau*EV:.3f} eV")
print(f"node-spacing bound on kinetic energy: {bound*EV:.3f} eV")
print(f"near-null Coulomb energy: {(v @ V @ v)/s*EV:.3f} eV")
print(f"near-null mean energy h/s: {q*EV:.3f} eV")
print(f"lower bound on h/s from kinetic energy: "
      f"{(tau-np.sqrt(2*tau))*EV:.3f} eV")
print(f"numerator h: {h*EV:.4e} eV")

# Near-null content of the clean levels
coupling = (v @ C) ** 2
share = s * coupling
assert abs(share.sum() - 1) < 1e-6 and share[0] < 1e-3
print(f"near-null share in ground level: {share[0]:.3e}")
print(f"near-null share in levels above zero: {share[E_clean > 0].sum():.8f}")


# Follow the levels while the smallest overlap eigenvalue passes through zero
def levels(hamiltonian, overlap):
    E = eigvals(hamiltonian, overlap)
    assert np.max(np.abs(E.imag) / (1e-12 + np.abs(E))) < 1e-4
    return np.sort(E.real)


def secular(E, removed):
    return 1 + removed * E * np.sum(coupling / (E_clean - E))


previous_top, previous_deep = -np.inf, -np.inf
for fraction in (0.0, 0.5, 0.9, 0.999, 1.001, 1.1, 1.5):
    removed = fraction * s
    E = levels(H, S - removed * np.outer(v, v))
    if fraction < 1:
        ground = E[0]
        assert E[-1] > previous_top
        previous_top = E[-1]
        text = "no deep level"
    else:
        ground = E[1]
        assert E[0] < -1 and E[0] > previous_deep
        previous_deep = E[0]
        root = brentq(secular, -1e7, -1.0, args=(removed,))
        assert abs(E[0] / root - 1) < 1e-3
        text = f"deep {E[0]*EV:.2f} eV"
    assert abs(ground - E_clean[0]) * EV < 1e-3
    if fraction in (0.999, 1.001):
        runaway = E[-1] if fraction < 1 else E[0]
        predicted = h / (s - removed)
        assert abs(runaway / predicted - 1) < 0.05
        print(f"h/s_new at s_new/s = {1-fraction:+.3f}: {predicted*EV:.2f} eV")
    print(f"s_new/s = {1-fraction:+.3f}: {text}, ground {ground*EV:.5f} eV, "
          f"top {E[-1]*EV:.2f} eV")

# Same overlap matrix, very diffuse exponents: the numerator becomes negative
scale = 0.25 * ((v @ V @ v) / (v @ T @ v)) ** 2
S_diffuse, T_diffuse, V_diffuse = matrices(scale * a)
assert np.max(np.abs(S_diffuse - S)) < 1e-13
H_diffuse = T_diffuse + V_diffuse
h_diffuse = v @ H_diffuse @ v
assert h_diffuse < 0
E_plus = levels(H_diffuse, S - 0.999 * s * np.outer(v, v))[0]
E_minus = levels(H_diffuse, S - 1.001 * s * np.outer(v, v))[-1]
assert E_plus < 0 < E_minus
assert abs(E_plus / (h_diffuse / (0.001 * s)) - 1) < 0.1
assert abs(E_minus / (h_diffuse / (-0.001 * s)) - 1) < 0.1
print(f"diffuse control, exponent scale factor: {scale:.4e}")
print(f"diffuse control, near-null mean energy: {h_diffuse/s*EV:.5f} eV")
print(f"diffuse control, lowest level at s_new/s = +0.001: {E_plus*EV:.3f} eV")
print(f"diffuse control, highest level at s_new/s = -0.001: "
      f"{E_minus*EV:.3f} eV")


# Random symmetric noise; diagonal overlaps stay equal to one
rng = np.random.default_rng(2718)


def symmetric_noise(size):
    upper = np.triu(rng.normal(0.0, size, (n, n)), 1)
    return upper + upper.T


def ensemble(size, noisy_hamiltonian, samples=300):
    negative, definite_negative, definite = 0, 0, 0
    deepest, errors, kept = [], [], []
    for _ in range(samples):
        S_noisy = S + symmetric_noise(size)
        H_noisy = H + (symmetric_noise(size) if noisy_hamiltonian else 0.0)
        s_noisy, U_noisy = eigh(S_noisy)
        m = np.count_nonzero(s_noisy < 0)
        negative += m > 0
        if eigh(H_noisy + S_noisy, eigvals_only=True)[0] > 0.01 * s:
            E = levels(H_noisy, S_noisy)
            assert np.count_nonzero(E < -1) == m
            definite += 1
            definite_negative += m > 0
            if m:
                deepest.append(E[0])
        keep = s_noisy > 100 * size
        X = U_noisy[:, keep] / np.sqrt(s_noisy[keep])
        cured = eigh(X.T @ H_noisy @ X, eigvals_only=True)[0]
        errors.append(abs(cured - E_clean[0]))
        kept.append(np.count_nonzero(keep))
    return negative, definite, definite_negative, deepest, errors, kept


weak = ensemble(0.01 * s, False)
assert weak[0] == 0 and weak[1] == 300
print(f"weak noise {0.01*s:.3e}: negative-overlap samples {weak[0]} of 300")
for label, noisy_hamiltonian in (("S only", False), ("S and H", True)):
    result = ensemble(s, noisy_hamiltonian)
    negative, definite, definite_negative, deepest, errors, kept = result
    assert max(errors) * EV < 0.1
    if not noisy_hamiltonian:
        assert definite_negative > 0
    print(f"noise {s:.3e} in {label}: negative-overlap samples "
          f"{negative} of 300")
    print(f"  samples with definite pencil at mu = {-EV:.3f} eV: {definite}, "
          f"of these negative-overlap: {definite_negative}")
    if deepest:
        print(f"  median spurious lowest level: {np.median(deepest)*EV:.2f} eV")
    print(f"  after truncation at {100*s:.3e}: kept {min(kept)} to {max(kept)}, "
          f"largest ground error {max(errors)*EV:.5f} eV")

print("all assertions hold")
```

Running it gives:

```
number of Gaussians: 14, exponent ratio: 1.6
smallest, largest exponent: 0.1071, 48.248 angstrom^-2
smallest, largest overlap eigenvalue: 7.4801e-07, 7.8057
clean ground level: -13.59864 eV
exact hydrogen ground level: -13.60569 eV
clean highest level: 2351.87 eV
overlap eigenvalue 7.806e+00: nodes 0, mean energy 1.783 eV
overlap eigenvalue 1.738e-01: nodes 4, mean energy 297.065 eV
overlap eigenvalue 1.344e-03: nodes 8, mean energy 534.008 eV
overlap eigenvalue 2.129e-05: nodes 11, mean energy 625.229 eV
overlap eigenvalue 7.480e-07: nodes 13, mean energy 537.418 eV
innermost, outermost node: 0.0969, 5.0963 angstrom
near-null kinetic energy: 554.965 eV
node-spacing bound on kinetic energy: 551.761 eV
near-null Coulomb energy: -17.548 eV
near-null mean energy h/s: 537.418 eV
lower bound on h/s from kinetic energy: 381.176 eV
numerator h: 4.0199e-04 eV
near-null share in ground level: 6.736e-07
near-null share in levels above zero: 0.99929876
s_new/s = +1.000: no deep level, ground -13.59864 eV, top 2351.87 eV
s_new/s = +0.500: no deep level, ground -13.59864 eV, top 2534.95 eV
s_new/s = +0.100: no deep level, ground -13.59865 eV, top 6151.30 eV
h/s_new at s_new/s = +0.001: 537417.66 eV
s_new/s = +0.001: no deep level, ground -13.59865 eV, top 538060.45 eV
h/s_new at s_new/s = -0.001: -537417.66 eV
s_new/s = -0.001: deep -536777.09 eV, ground -13.59865 eV, top 1988.97 eV
s_new/s = -0.100: deep -4831.01 eV, ground -13.59865 eV, top 2043.72 eV
s_new/s = -0.500: deep -738.72 eV, ground -13.59865 eV, top 2141.52 eV
diffuse control, exponent scale factor: 2.4995e-04
diffuse control, near-null mean energy: -0.13871 eV
diffuse control, lowest level at s_new/s = +0.001: -139.620 eV
diffuse control, highest level at s_new/s = -0.001: 137.835 eV
weak noise 7.480e-09: negative-overlap samples 0 of 300
noise 7.480e-07 in S only: negative-overlap samples 102 of 300
  samples with definite pencil at mu = -27.211 eV: 300, of these negative-overlap: 102
  median spurious lowest level: -545.27 eV
  after truncation at 7.480e-05: kept 11 to 11, largest ground error 0.00077 eV
noise 7.480e-07 in S and H: negative-overlap samples 74 of 300
  samples with definite pencil at mu = -27.211 eV: 300, of these negative-overlap: 74
  median spurious lowest level: -777.87 eV
  after truncation at 7.480e-05: kept 11 to 11, largest ground error 0.00077 eV
all assertions hold
```
